# Why Entropic and Elastic Step Repulsions Do Not Add

## What scaling fixes, and what it leaves open

On a vicinal surface, let steps run on average along $y$ and wander along $x$, with mean spacing $\ell=1/\rho$. They may not cross. A step has stiffness $b$ (energy per length), and every pair of steps at distance $x$ repels with energy $A/x^2$ per unit length, $A\ge 0$. For small slopes, a set of step paths $x_i(y)$ has the statistical weight

$$\exp\left\{-\frac{1}{kT}\int dy\left[\sum_i\frac b2\left(\frac{dx_i}{dy}\right)^2+\sum_{i<j}\frac{A}{(x_i-x_j)^2}\right]\right\}.$$

Measure $x$ in units of $\ell$ and $y$ in units of $b\ell^2/kT$, so that $x=\ell u$ and $y=(b\ell^2/kT)\,v$. The stiffness term becomes

$$\frac{1}{kT}\,\frac b2\,\ell^2\left(\frac{kT}{b\ell^2}\right)^2\frac{b\ell^2}{kT}\left(\frac{du}{dv}\right)^2dv=\frac12\left(\frac{du}{dv}\right)^2dv ,$$

and the repulsion becomes

$$\frac{1}{kT}\,\frac{A}{\ell^2u^2}\,\frac{b\ell^2}{kT}\,dv=\frac{S}{u^2}\,dv,\qquad S=\frac{Ab}{(kT)^2}.$$

One pure number, $S$, remains. The free energy per step and per unit length due to the other steps is $kT$ divided by the unit of $y$, times a function of $S$:

$$w(\ell)=\frac{(kT)^2}{b\ell^2}\,\Phi(S).$$

Multiplying by the number of steps per length, $\rho$, gives a cubic term in the free energy per projected area,

$$f(\rho)=f_0+\beta\rho+g\rho^3,\qquad w=\frac{g}{\ell^2}.$$

The cost of an isolated step, including its free wandering, is in $\beta$.

Confinement of the wandering and elastic repulsion thus both give $1/\ell^2$. It is tempting to compute each one alone and add the coefficients. Scaling does not support this: it allows any function $\Phi(S)$, not just a linear one. Two steps suffice to show that the sum is wrong.

## Counter-example: two steps on a ring

**From paths to an eigenvalue.** Let $\psi(x_1,x_2,\dots;y)$ be the total weight of all paths that end at given positions at height $y$. Over a short slice $\Delta y$, the stiffness term gives each step a Gaussian displacement of variance $kT\Delta y/b$. The repulsion $V$ multiplies the weight by $1-V\Delta y/kT$. A Gaussian average adds half the variance times the second derivative, so

$$\psi(y+\Delta y)=\psi+\Delta y\left[\frac{kT}{2b}\sum_i\partial_i^2\psi-\frac{V}{kT}\psi\right].$$

Multiplication by $-kT$ gives $-kT\,\partial_y\psi=H\psi$ with

$$H=-\frac{(kT)^2}{2b}\sum_i\partial_i^2+V.$$

Over a great length $L_y$ the lowest eigenvalue $E$ dominates, the weight goes as $e^{-EL_y/kT}$, and the free energy per length is $E$. Paths that touch are removed, so $\psi=0$ at contact.

**The potential.** Close the $x$ direction into a ring of length $L=2\ell$. Each step interacts with all periodic images of the other:

$$\sum_{m=-\infty}^{\infty}\frac{1}{(r+mL)^2}=\frac{(\pi/L)^2}{\sin^2(\pi r/L)}.$$

Both sides have the same period and the same double poles, so their difference has no singularity. It vanishes far from the real axis, hence is bounded, hence constant, hence zero. The interaction of a step with its own images is a constant and is left out throughout; per step it vanishes as $L\to\infty$.

**Solution.** With $r=x_1-x_2$ and $X=(x_1+x_2)/2$, one has $\partial_1^2+\partial_2^2=2\partial_r^2+\tfrac12\partial_X^2$. The lowest state does not depend on $X$, so

$$-\frac{(kT)^2}{b}\psi''+\frac{A(\pi/L)^2}{\sin^2\theta}\psi=E_2\psi,\qquad \theta=\frac{\pi r}{L}.$$

Try $\psi=\sin^\lambda\theta$. Differentiating twice and using $\cos^2\theta=1-\sin^2\theta$,

$$\psi''=\left(\frac\pi L\right)^2\left[\lambda(\lambda-1)\frac{\cos^2\theta}{\sin^2\theta}-\lambda\right]\psi
=\left(\frac\pi L\right)^2\left[\frac{\lambda(\lambda-1)}{\sin^2\theta}-\lambda^2\right]\psi .$$

Since $A=S(kT)^2/b$, the $1/\sin^2\theta$ terms cancel if

$$\lambda(\lambda-1)=S,\qquad \lambda=\frac{1+\sqrt{1+4S}}{2}.$$

The other root is $1-\lambda$. For $S>0$ it is negative and $\psi$ would diverge at contact; for $S=0$ it is zero and $\psi$ would stay finite there. Both violate the contact condition. The chosen solution is positive on $0<r<L$ and is therefore the lowest state. What remains is

$$E_2=\epsilon\lambda^2,\qquad \epsilon=\frac{\pi^2(kT)^2}{bL^2}.$$

**Comparison with the sum.** Without elastic repulsion $S=0$, $\lambda=1$, and the energy is $\epsilon$. Straight steps at their best distance, $r=L/2$, have elastic energy $A\pi^2/L^2=\epsilon S$. The sum predicts $\epsilon(1+S)$. The solution, by $\lambda^2=\lambda+S$, is

$$E_2=\epsilon(\lambda+S)=\epsilon(1+S)+\epsilon(\lambda-1).$$

Take round values: $T=1200$ K, so $kT=0.1034$ eV, with $b=0.30$ eV/nm and $A=0.050$ eV nm. Then

$$S=\frac{0.050\times0.30}{0.1034^2}=1.403,\qquad \lambda=\frac{1+\sqrt{6.611}}{2}=1.786 .$$

The true factor is $\lambda^2=3.188$; the sum gives $2.403$. As a test that does not use the differential equation, the path weights over one short slice in $y$ were put into a matrix, whose repeated product gives the weight of long paths, and its largest eigenvalue was found. It gives the factor 1.0000 for $A=0$ and 3.1883 for the stated $A$. The sum is refuted already for two steps.

## The general statement

For long, non-crossing steps in equilibrium, with small slopes and $A/x^2$ repulsion between all pairs,

$$g=g_0\lambda^2=\frac{\pi^2(kT)^2}{24\,b}\left[1+\sqrt{1+\frac{4Ab}{(kT)^2}}\right]^2,\qquad g_0=\frac{\pi^2(kT)^2}{6b}.$$

Adding the separate coefficients gives $g_0(1+S)$, which is too small by $g_0(\lambda-1)$. The square root is of $1+4S$, not of the elastic strength alone.

## Proof for many steps

Put $N$ steps on a ring of length $L=N\ell$, write $\theta_{ij}=\pi(x_i-x_j)/L$, and try

$$\psi=\prod_{i<j}|\sin\theta_{ij}|^\lambda .$$

The logarithmic derivative is $\partial_i\ln\psi=(\pi/L)\lambda\sum_{j\ne i}\cot\theta_{ij}$. Using $\partial_i^2\psi/\psi=\partial_i^2\ln\psi+(\partial_i\ln\psi)^2$ and summing over $i$,

$$\left(\frac L\pi\right)^2\sum_i\frac{\partial_i^2\psi}{\psi}=\sum_i\sum_{j\neq i}\left[-\frac{\lambda}{\sin^2\theta_{ij}}+\lambda^2\cot^2\theta_{ij}\right]+\lambda^2\sum_i\sum_{j\ne k}\cot\theta_{ij}\cot\theta_{ik},$$

where $j$ and $k$ in the last sum both differ from $i$.

**Pair terms.** Each pair occurs twice, and $\cot^2\theta=1/\sin^2\theta-1$. The first sum is

$$2\lambda(\lambda-1)\sum_{i<j}\frac{1}{\sin^2\theta_{ij}}-\lambda^2N(N-1).$$

**Triple terms.** For steps 1, 2, 3 set $\alpha=\theta_{12}$, $\beta'=\theta_{23}$, $\gamma=\theta_{31}$, so that $\alpha+\beta'+\gamma=0$. Because the cotangent is odd,

$$\cot\theta_{12}\cot\theta_{13}+\cot\theta_{21}\cot\theta_{23}+\cot\theta_{31}\cot\theta_{32}
=-(\cot\alpha\cot\gamma+\cot\alpha\cot\beta'+\cot\gamma\cot\beta').$$

The addition theorem reads

$$-\cot\gamma=\cot(\alpha+\beta')=\frac{\cot\alpha\cot\beta'-1}{\cot\alpha+\cot\beta'} .$$

Multiplying out shows that the bracket equals 1. The two orders of $j,k$ double the result, so each triple contributes $-2\lambda^2$. There are $N(N-1)(N-2)/6$ triples.

**Energy.** The constants add to

$$-\lambda^2N(N-1)\left[1+\frac{N-2}{3}\right]=-\frac{\lambda^2N(N^2-1)}{3}.$$

In $H\psi/\psi$ the coefficient of $(\pi/L)^2\sum_{i<j}1/\sin^2\theta_{ij}$ is $A-(kT)^2\lambda(\lambda-1)/b$. It vanishes for the same $\lambda$ as before. Hence

$$E_N=\frac{(kT)^2}{2b}\left(\frac\pi L\right)^2\frac{\lambda^2N(N^2-1)}{3},\qquad
\frac{E_N}{N}=\frac{g_0\lambda^2}{\ell^2}\left(1-\frac1{N^2}\right).$$

For $N=2$ this is the result found above. For $N\to\infty$ it gives $w=g/\ell^2$ with $g=g_0\lambda^2$.

**Lowest state.** Within one ordering of the steps $\psi$ is positive. The transfer operator has positive weights, so its leading eigenfunction is positive too. Eigenfunctions with different eigenvalues are orthogonal, which two positive functions cannot be. So $\psi$ is the leading one, and $E_N$ is the lowest energy.

## Why the sum is too small

Write $H=K+V$, with $K$ the derivative term. In the ground state $\langle K\rangle$ cannot be below the lowest value of $K$ alone, nor $\langle V\rangle$ below the lowest value of $V$ alone. The minimum of a sum is at least the sum of the minima.

The separate coefficients are these minima. The lowest $K$ gives $g_0$. The lowest $V$ belongs to straight, evenly spaced steps: $1/\sin^2$ is convex, so for neighbours of each order, at fixed mean distance, equal distances give the least energy. As $N\to\infty$, counting each pair once,

$$w_{\rm el}=\sum_{n=1}^{\infty}\frac{A}{(n\ell)^2}=\frac{\pi^2A}{6\ell^2},\qquad \frac{\pi^2A}{6}=g_0S .$$

Steps that wander as freely as non-crossing permits are not evenly spaced, and evenly spaced straight steps do not wander. One state cannot reach both minima.

The excess can be divided. Since the normalized ground state makes the energy stationary, $A\,dE/dA=\langle V\rangle$. From $\lambda^2-\lambda=S$ follows $d\lambda/dS=1/(2\lambda-1)$, so the interaction share of $g/g_0$ is

$$S\frac{d\lambda^2}{dS}=\frac{2S\lambda}{2\lambda-1}.$$

The rest is the confinement share $\langle K\rangle$. With $S=\lambda(\lambda-1)$,

$$\lambda^2-\frac{2\lambda^2(\lambda-1)}{2\lambda-1}=\frac{\lambda^2}{2\lambda-1}.$$

For $S>0$ the first exceeds $S$, because $2\lambda>2\lambda-1$. The second exceeds 1, because $\lambda^2-(2\lambda-1)=(\lambda-1)^2>0$. Wandering brings steps closer at times and raises the mean repulsion; repulsion narrows the wandering and raises its cost. A direct average over the four-step state at $S=2$ gives an interaction share of 2.6667, in agreement with $8/3$.

In the example $g_0=0.05863$ eV nm and the straight-step term is 0.08225 eV nm; their sum is 0.14088 eV nm. The true value is

$$g=0.05863\times3.188=0.187\ \text{eV nm}.$$

Its interaction share is 0.1142 eV nm and its confinement share 0.0727 eV nm. Of the missing 0.0461 eV nm, about 0.032 comes from the larger mean repulsion and 0.014 from the tighter confinement.

## Weak, strong and intermediate repulsion

**Weak repulsion.** From $\sqrt{1+4S}\approx1+2S-2S^2$ one finds $\lambda\approx1+S-S^2$, and

$$\lambda^2=\lambda+S\approx1+2S-S^2 .$$

The sum has the wrong coefficient already at first order. To that order the elastic energy is averaged over purely wandering steps, so their mean $1/x^2$ energy must be twice that of straight steps. A direct average for 51 non-crossing steps on a ring, built from plane waves, gives the ratio 2.0000. At $S=0.1$ the true factor is 1.192 and the sum gives 1.100.

**Strong repulsion.** Expanding for large $S$ gives $\lambda\approx\sqrt S+\tfrac12$ and

$$\lambda^2=S+\lambda\approx S+\sqrt S+\tfrac12 .$$

The leading term is the straight array. The term $\sqrt S$ can be derived separately from small fluctuations about it. The second derivative of $A/x^2$ is $6A/x^4$. In $H$, $kT$ plays the part of Planck's constant $\hbar$ and $b$ that of a mass, so a mode with phase $q$ between neighbouring steps has

$$b\omega^2=\frac{12A}{\ell^4}\sum_{n=1}^\infty\frac{1-\cos nq}{n^4}=\frac{12A}{\ell^4}\,\frac{q^2(2\pi-q)^2}{48},\qquad 0\le q\le2\pi .$$

The sum follows by integrating $\sum\cos(nq)/n^2=\pi^2/6-\pi q/2+q^2/4$ twice from $q=0$. Thus $\omega=\sqrt{A/b}\;q(2\pi-q)/(2\ell^2)$. The mean of $q(2\pi-q)$ is $2\pi^2/3$, and the lowest energy per mode, $kT\omega/2$, averages to

$$\frac{kT}{2}\sqrt{\frac Ab}\,\frac{\pi^2}{3\ell^2}=\frac{g_0\sqrt S}{\ell^2}.$$

So for large $S$ the absolute error of the sum keeps growing while its relative error falls. At $S=100$ the factors are 110.5 and 101.

**The largest relative error for repulsion.** Since $1+S=1-\lambda+\lambda^2$,

$$\frac{\lambda^2}{1+S}=\frac{1}{1-1/\lambda+1/\lambda^2}=\frac{1}{(1/\lambda-1/2)^2+3/4}\le\frac43 .$$

Equality holds at $\lambda=2$, that is $S=2$, where the true factor is 4 and the sum gives 3. The example, with ratio 1.327, lies close to this maximum.

**Attraction.** For $-1/4<S<0$ the expression for $g$ still holds if the solution with finite gradient energy at contact, the upper root, is taken. At $S=-0.2$ it gives 0.524, while $1+S=0.8$. The error has changed sign. The inequality of minima no longer applies to this sum, because even spacing does not minimize an attractive energy. The value 0.524 is a wide-spacing limit that is approached slowly: a short-distance cutoff $a$ changes the energy by a relative amount of order $(a/\ell)^{2\lambda-1}$, and here $2\lambda-1=0.45$. For two steps with $\ell=27a$, a wall at $a$ gives 0.73 instead of 0.524. For $S<-1/4$ the root is complex, and the model needs a description of short distances at any spacing.

## Reading the elastic strength from $g$

Suppose $g$, $T$ and $b$ are known and $A$ is wanted. The correct route is $\lambda=\sqrt{g/g_0}$ and then

$$A=\frac{(kT)^2}{b}\lambda(\lambda-1).$$

The sum would give $A'=(kT)^2(\lambda^2-1)/b$. For $\lambda>1$,

$$\frac{A'}{A}=\frac{(\lambda-1)(\lambda+1)}{\lambda(\lambda-1)}=1+\frac1\lambda .$$

In the example $A'=0.078$ eV nm instead of 0.050 eV nm, an overestimate of 56% relative to the true value. For weak repulsion the inferred strength tends to twice the true one, although the two expressions for $g$ then nearly agree: the small elastic part has to carry the whole error.

## The numbers beside a real surface

The parameters are round values of the order of magnitude expected for vicinal Si(111) near growth temperature; they are not measured values for a particular sample. They refer to the unreconstructed surface above the $7\times7$ transition near 1100 K; below it the steps tend to bunch or group, and a uniform train of single steps is not the equilibrium state. With bilayer steps of height $h=0.3135$ nm and a miscut of $2^\circ$, $\ell=h/\tan2^\circ=8.98$ nm. In terms of the slope $p=h\rho$, the cubic coefficient is $g/h^3=6.1$ eV/nm². Halving or doubling $S$ leaves the ratio of true value to sum at 1.28 or 1.33, so within this range the size of the error hardly changes. Over a wider range the sum stays too small but by less: the ratio is 1.11 for $S$ ten times smaller and 1.22 for $S$ ten times larger. Growth breaks the assumption of equilibrium. The repulsive force per length has the scale $2g/\ell^3$, from the derivative of $g/\ell^2$; times the surface area per atom, 0.064 nm², this is 0.033 meV. A supersaturation of about 0.03% supplies an equal drive. Above it, $g$ describes the restoring tendency between steps, not the whole motion of a growing step train. This comparison sizes the competing drive; it does not yield a corrected $g$.

The effect of some other omissions can be estimated:

- **Contact exclusion.** Let steps stay at least one atomic row, $a=0.3325$ nm, apart. Using the solution with every gap shortened by $a$ as a trial state leaves $\langle K\rangle$ at its value for spacing $\ell-a$, and the true distances only lower $\langle V\rangle$. So the interaction free energy $w$ at this spacing rises by at most $(1-a/\ell)^{-2}-1=7.8\%$. This is a bound; the two-step calculation gives a rise of about 0.1%. The bound tends to zero for wide spacing, so the cubic coefficient $g$ itself is unchanged.
- **Shorter-ranged repulsion.** An added term $Aa/x^3$, whose strength is an assumption, taken only between adjacent steps (both ways round the ring), raises the two-step energy by about 3% to first order.
- **Atomic kinks.** For a single step with discrete jumps, the quadratic form in $H$ is off by 0.5% at wave number $\pi/\ell$ and by 1.6% at $\lambda\pi/\ell$. Discrete jumps also shift the effective point of contact. For two steps on the lattice the net change of the energy is $-0.2\%$ at the stated $A$, where the steps seldom meet, but about $-4\%$ at $A=0$.

The steps must also be long compared with $b\ell^2/kT=234$ nm, which sets the scale of the length over which neighbours meet. Unless pinning points are much farther apart than this, the lowest eigenvalue alone does not determine the free energy. Strained films are outside the result, since their steps also interact logarithmically and the scaling with a single number $S$ is lost. The numerical output below lists the values used.

## Numbers as computed

```
temperature = 1200 K
kT = 0.1034 eV
stiffness b = 0.30 eV/nm
repulsion A = 0.050 eV nm
miscut = 2.0 deg
lattice constant = 0.543 nm
step height = 0.3135 nm
atomic row distance across step = 0.3325 nm
atomic period along step = 0.3840 nm
mean step spacing = 8.977 nm
S = 1.4028 (no unit)
lambda = 1.7856 (no unit)
lambda^2 = 3.1884 (no unit)
plain sum 1+S = 2.4028 (no unit)
two-step transfer matrix, factor at A=0 = 1.0000 (no unit)
two-step transfer matrix, factor at A = 3.1883 (no unit)
entropic g0 = 0.05863 eV nm
elastic, straight steps = 0.08225 eV nm
plain sum = 0.14088 eV nm
true g = 0.18694 eV nm
missing part g0*(lambda-1) = 0.04606 eV nm
true g / plain sum = 1.3270 (no unit)
true g / height^3 = 6.067 eV/nm^2
interaction share of g = 0.11423 eV nm
confinement share of g = 0.07271 eV nm
A inferred by plain sum = 0.0780 eV nm
inferred A / true A = 1.5600 (no unit)
S = -0.2: lambda^2 = 0.5236, 1+S = 0.8000, ratio = 0.6545
S = 0.1: lambda^2 = 1.1916, 1+S = 1.1000, ratio = 1.0833
S = 0.5: lambda^2 = 1.8660, 1+S = 1.5000, ratio = 1.2440
S = 2: lambda^2 = 4.0000, 1+S = 3.0000, ratio = 1.3333
S = 10: lambda^2 = 13.7016, 1+S = 11.0000, ratio = 1.2456
S = 100: lambda^2 = 110.5125, 1+S = 101.0000, ratio = 1.0942
largest ratio = 1.3333 at S = 2.000 (no unit)
mean 1/x^2, wandering / straight = 2.0000 (no unit)
four steps, S=2: interaction share / g0 = 2.6667 (no unit)
phonon term / g0 = 1.1844, sqrt(S) = 1.1844 (no unit)
ratio if S is halved = 1.2794 (no unit)
ratio if S is doubled = 1.3279 (no unit)
contact exclusion, upper bound = 7.84 %
contact exclusion, two steps = 0.09 %
lattice dispersion at k=pi/spacing = -0.51 %
1/x^3 term of atomic range, two steps = 3.4 %
collision length along step = 234 nm
repulsion scale per atom = 0.0330 meV
supersaturation of equal drive = 0.032 %
```
